# Thermal electrons in GaAs and the Brillouin-zone mesh for mobility: a numerical check

```python
"""Thermal electrons in the Gamma valley of GaAs and Brillouin-zone meshes.

Result under test: k_T = sqrt(2 m kB T)/hbar is near 0.02 1/angstrom, and a
coarse Gamma-centred mesh has only the zero-velocity Gamma point in the pocket.
Symbols: m effective mass, a cubic lattice constant, N mesh divisions per
primitive reciprocal vector, f = exp(-k^2/k_T^2) the Boltzmann occupation,
M_N = mesh mobility / (e tau/m) at constant relaxation time tau.
Lengths are in angstrom and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaincinv

temperature = 300.0
mass_ratio = 0.067       # rough input
lattice_a = 5.7          # rough input
gap = 1.4                # rough input

kBT = const.k * temperature / const.e
hbar2_over_2m = const.hbar**2 / (2 * mass_ratio * const.m_e) / const.e * 1e20
k_T = np.sqrt(kBT / hbar2_over_2m)
k_rms = np.sqrt(1.5) * k_T

direct = lattice_a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(direct).T
b_length = np.sqrt(3) * 2 * np.pi / lattice_a
zone_volume = 4 * (2 * np.pi / lattice_a)**3
assert np.allclose(np.linalg.norm(reciprocal, axis=1), b_length)
assert np.isclose(abs(np.linalg.det(reciprocal)), zone_volume)


def integer_triples(limit):
    line = np.arange(-limit, limit + 1)
    return np.stack(np.meshgrid(line, line, line, indexing="ij"),
                    axis=-1).reshape(-1, 3)


def mesh_points(N, shift=0.0):
    """Mesh points around Gamma, at least out to 7 k_T."""
    reach = 7 * k_T * N * lattice_a / np.sqrt(2) / (2 * np.pi)
    limit = max(3, int(reach) + 2)
    return (integer_triples(limit) + shift) @ reciprocal / N


def mesh_mobility(N, shift=0.0):
    q2 = np.sum(mesh_points(N, shift)**2, axis=1) / k_T**2
    f = np.exp(-q2)
    return 2 / 3 * np.sum(q2 * f) / np.sum(f)


def poisson_mobility(N, shifted=False):
    """The same ratio from a sum over direct lattice vectors."""
    limit = int(14 / k_T * b_length / (2 * np.pi * N)) + 2
    triples = integer_triples(limit)
    s2 = k_T**2 * np.sum((N * triples @ direct)**2, axis=1)
    g = np.exp(-s2 / 4)
    if shifted:
        g = g * (1 - 2 * (triples.sum(axis=1) % 2))
    return np.sum((1 - s2 / 6) * g) / np.sum(g)


def pocket_count(N, radius):
    """Mesh points inside the radius, without Gamma."""
    k = np.linalg.norm(mesh_points(N), axis=1)
    return int(np.sum((k > 1e-10) & (k <= radius)))


# Peaks of the radial weights, located on a fine grid
q = np.linspace(0.001, 6, 60000)
assert abs(q[np.argmax(q**2 * np.exp(-q**2))] - 1) < 2e-4
for r in (-0.5, 0.0, 1.5):
    peak = q[np.argmax(q**(4 + 2 * r) * np.exp(-q**2))]
    assert abs(peak - np.sqrt(2 + r)) < 2e-4

# Nonparabolic wavevector: closed formula against two-band diagonalization
energy = 1.5 * kBT
coupling = np.sqrt(gap * hbar2_over_2m)


def band_energy(k):
    H = np.array([[gap, coupling * k], [coupling * k, 0.0]])
    return np.linalg.eigvalsh(H)[-1] - gap


k_twoband = brentq(lambda k: band_energy(k) - energy, 1e-4, 0.1, xtol=1e-13)
k_formula = np.sqrt(energy * (1 + energy / gap) / hbar2_over_2m)
assert abs(k_twoband / k_formula - 1) < 1e-8

# Boltzmann response: finite-difference df/dk_x against the <v_x^2> formula
points = mesh_points(60) / k_T
step = 1e-4
dx = np.array([step, 0, 0])
f = np.exp(-np.sum(points**2, axis=1))
df = (np.exp(-np.sum((points + dx)**2, axis=1))
      - np.exp(-np.sum((points - dx)**2, axis=1))) / (2 * step)
response = -np.sum(points[:, 0] * df) / np.sum(f)
assert abs(response - mesh_mobility(60)) < 1e-6

# Transport shell: radial result against a dense three-dimensional mesh
k_low, k_high = k_T * np.sqrt(gammaincinv(2.5, [0.05, 0.95]))
dense = mesh_points(400)
radius = np.linalg.norm(dense, axis=1)
weight = dense[:, 0]**2 * np.exp(-(radius / k_T)**2)
inside = (radius > k_low) & (radius < k_high)
shell_share = weight[inside].sum() / weight.sum()
assert abs(shell_share - 0.90) < 0.015     # sharp edges on a discrete mesh

# Pocket volume and first entry of points other than Gamma
pocket_fraction = 4 * np.pi / 3 * k_high**3 / zone_volume
dense_count = pocket_count(400, k_high)
assert abs(dense_count / (400**3 * pocket_fraction) - 1) < 0.03
N_entry = int(np.ceil(b_length / k_high))
assert pocket_count(N_entry - 1, k_high) == 0
assert pocket_count(N_entry, k_high) == 8

# Effective density of states: closed formula against a mesh sum
Nc = 2 * (mass_ratio * const.m_e * const.k * temperature
          / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
f100 = np.exp(-np.sum(mesh_points(100)**2, axis=1) / k_T**2)
Nc_mesh = 2 * zone_volume / 100**3 / (2 * np.pi)**3 * f100.sum() * 1e24
assert abs(Nc_mesh / Nc - 1) < 1e-5

# Mesh mobility: direct sum against Poisson summation
mesh_sizes = (8, 12, 20, 40, 60, 80, 100)
for N in mesh_sizes:
    assert abs(mesh_mobility(N) - poisson_mobility(N)) < 1e-8
    if N >= 20:
        assert abs(mesh_mobility(N, 0.5) - poisson_mobility(N, True)) < 1e-8
assert mesh_mobility(8) < 1e-6
assert mesh_mobility(20, 0.5) > 2
assert abs(mesh_mobility(100) - 1) < 1e-4

# Mesh needed for one percent: leading error formula against a direct scan
s_one = brentq(lambda s: 2 * s**2 * np.exp(-s**2 / 4) - 0.01, 3, 12)
N_formula = int(np.ceil(s_one * np.sqrt(2) / (k_T * lattice_a)))
failing = [N for N in range(40, 121) if abs(mesh_mobility(N) - 1) >= 0.01]
N_direct = max(failing) + 1
assert abs(N_formula - N_direct) <= 1

print(f"Temperature: {temperature:.0f} K")
print(f"Effective mass (rough input): {mass_ratio:.3f} m_e")
print(f"Lattice constant (rough input): {lattice_a:.1f} angstrom")
print(f"Band gap (rough input): {gap:.1f} eV")
print(f"hbar^2/(2 m*): {hbar2_over_2m:.2f} eV angstrom^2")
print(f"kB T: {1000 * kBT:.2f} meV")
print(f"Mean kinetic energy 3 kB T/2: {1000 * energy:.2f} meV")
print(f"Thermal wavevector k_T: {k_T:.4f} 1/angstrom")
print(f"k_T converted: {10 * k_T:.3f} 1/nm")
print(f"Root-mean-square wavevector: {k_rms:.4f} 1/angstrom")
print(f"Two-band wavevector at 3 kB T/2: {k_twoband:.4f} 1/angstrom")
print(f"Nonparabolic change of k: {100 * (k_twoband / k_rms - 1):.2f} %")
for r in (-0.5, 0.0, 1.5):
    print(f"Mobility-weight peak, tau ~ E^({r:+.1f}): "
          f"{k_T * np.sqrt(2 + r):.4f} 1/angstrom")
print(f"Transport shell, 5% point: {k_low:.4f} 1/angstrom")
print(f"Transport shell, 95% point = pocket radius: {k_high:.4f} 1/angstrom")
print(f"Shell share of mobility on N=400 mesh: {100 * shell_share:.2f} %")
print(f"Primitive reciprocal vector length: {b_length:.4f} 1/angstrom")
print(f"Brillouin-zone volume: {zone_volume:.3f} 1/angstrom^3")
print(f"Pocket fraction of zone volume: {pocket_fraction:.3e} (no unit)")
print(f"Expected pocket points at N=8: {8**3 * pocket_fraction:.3f} points")
print(f"Pocket points besides Gamma at N=400: {dense_count} points")
print(f"Expected pocket points at N=400: {400**3 * pocket_fraction:.0f} points")
print(f"First N with pocket points besides Gamma: {N_entry} divisions")
print(f"Effective density of states N_c: {Nc:.2e} 1/cm^3")
print("Gamma-centred meshes: N, step (1/angstrom), pocket points besides")
print("Gamma, mobility ratio M_N (no unit)")
for N in mesh_sizes:
    print(f"  N={N:3d}  step={b_length / N:.4f}  "
          f"points={pocket_count(N, k_high):3d}  M_N={mesh_mobility(N):.4f}")
print("Half-step shifted meshes: N, nearest |k| (1/angstrom), M_N (no unit)")
for N in mesh_sizes[2:]:
    nearest = np.linalg.norm(mesh_points(N, 0.5), axis=1).min()
    print(f"  N={N:3d}  nearest={nearest:.4f}  M_N={mesh_mobility(N, 0.5):.4f}")
print(f"s = k_T N a/sqrt(2) at 1% leading error: {s_one:.3f} (no unit)")
print(f"N for 1% error, leading formula: {N_formula} divisions")
print(f"N for 1% error, direct scan to N=120: {N_direct} divisions")
print("PASS")
```

It prints:

```
Temperature: 300 K
Effective mass (rough input): 0.067 m_e
Lattice constant (rough input): 5.7 angstrom
Band gap (rough input): 1.4 eV
hbar^2/(2 m*): 56.87 eV angstrom^2
kB T: 25.85 meV
Mean kinetic energy 3 kB T/2: 38.78 meV
Thermal wavevector k_T: 0.0213 1/angstrom
k_T converted: 0.213 1/nm
Root-mean-square wavevector: 0.0261 1/angstrom
Two-band wavevector at 3 kB T/2: 0.0265 1/angstrom
Nonparabolic change of k: 1.38 %
Mobility-weight peak, tau ~ E^(-0.5): 0.0261 1/angstrom
Mobility-weight peak, tau ~ E^(+0.0): 0.0302 1/angstrom
Mobility-weight peak, tau ~ E^(+1.5): 0.0399 1/angstrom
Transport shell, 5% point: 0.0161 1/angstrom
Transport shell, 95% point = pocket radius: 0.0502 1/angstrom
Shell share of mobility on N=400 mesh: 90.94 %
Primitive reciprocal vector length: 1.9093 1/angstrom
Brillouin-zone volume: 5.358 1/angstrom^3
Pocket fraction of zone volume: 9.869e-05 (no unit)
Expected pocket points at N=8: 0.051 points
Pocket points besides Gamma at N=400: 6302 points
Expected pocket points at N=400: 6316 points
First N with pocket points besides Gamma: 39 divisions
Effective density of states N_c: 4.35e+17 1/cm^3
Gamma-centred meshes: N, step (1/angstrom), pocket points besides
Gamma, mobility ratio M_N (no unit)
  N=  8  step=0.2387  points=  0  M_N=0.0000
  N= 12  step=0.1591  points=  0  M_N=0.0000
  N= 20  step=0.0955  points=  0  M_N=0.0000
  N= 40  step=0.0477  points=  8  M_N=0.1996
  N= 60  step=0.0318  points= 14  M_N=0.9319
  N= 80  step=0.0239  points= 58  M_N=0.9993
  N=100  step=0.0191  points=112  M_N=1.0000
Half-step shifted meshes: N, nearest |k| (1/angstrom), M_N (no unit)
  N= 20  nearest=0.0477  M_N=3.3410
  N= 40  nearest=0.0239  M_N=1.0646
  N= 60  nearest=0.0159  M_N=1.0001
  N= 80  nearest=0.0119  M_N=1.0000
  N=100  nearest=0.0095  M_N=1.0000
s = k_T N a/sqrt(2) at 1% leading error: 5.955 (no unit)
N for 1% error, leading formula: 70 divisions
N for 1% error, direct scan to N=120: 70 divisions
PASS
```
